# Ferroelectric switching with gamma-distributed seed densities: from power law to Avrami, part 2

A fully polarized ferroelectric film is reversed by a voltage applied at $t=0$. Randomly placed seeds of the new polarization, which span the film thickness, all start at once and grow as discs with wall speed $v$. A point is unswitched at time $t$ if and only if no seed lies within the reach $R=vt$; overlapping domains need no correction.

The seed density $n$ (per unit area) varies between regions and has mean $n_0$. The relative density $z=n/n_0$ follows, by area, a gamma law with mean 1, shape $k$ and relative variance $q=1/k$. Angle brackets denote averages. For regions much wider than $R$, the unswitched area fraction $u$ is the average of $e^{-zx}$:

$$\boxed{\,u=\left(1+\frac xk\right)^{-k}=(1+qx)^{-1/q},\qquad x=n_0\pi v^2t^2\,}$$

This is the wide-region, or algebraic, law. An area $a$ inside one region is free of seeds with the averaged probability $(1+qn_0a)^{-k}$. For $qx\gg1$ the law becomes a power law,

$$u\approx\left(\frac kx\right)^k\propto t^{-2k}.$$

A uniform film follows the Avrami law $e^{-x}$, with exponent 2. The local Avrami slope, that of $\ln(-\ln u)$ against $\ln t$, is here

$$m=\frac{1}{-\ln u}\,\frac{d(-\ln u)}{dx}\,2x=\frac{2qx}{(1+qx)\ln(1+qx)}.$$

Weighted by unswitched area, the regions ("survivors") have mean density $n_0/(1+qx)$. For $q<\tfrac12$ the difference from the Avrami law is bounded at all times:

$$0\le u-e^{-x}\le 2q\,(1-2q)^{1/q-2}.$$

The example is a square capacitor 10 µm on a side with a film 10 nm thick, at 2.5 V (2.5 MV/cm). Full reversal switches $2P_r=40$ µC/cm². The parameters are $n_0=1000$ per µm², $v=0.1$ nm/ns and $k=2$, so $x=3.14\times10^{-5}\,t^2$ with $t$ in ns. The wide-region law gives 50% switching at 162 ns and 99% at 757 ns, with $u=0.377$ at 200 ns, 0.041 at 500 ns and 0.0036 at 1000 ns.

### 10. When the reach meets the region borders

The late tail comes from seed-poor regions, and the reach grows while they wait. Sooner or later the borders matter. Let the regions be squares of side $L$ with independent densities. Two opposite cases can be worked out.

In the first case walls cross the borders freely. The disc around a point covers areas $a_i$ of several regions, with $\sum_ia_i=\pi R^2$. For given densities the no-seed probability is $\prod_ie^{-n_ia_i}$. Because the densities are independent, the average of the product is the product of the averages:

$$u_{\rm cross}=\Big\langle\prod_i(1+qn_0a_i)^{-k}\Big\rangle_{\rm position}.$$

Multiplying out $\prod_i(1+qn_0a_i)$ gives $1+qn_0\sum_ia_i=1+qx$ plus terms that are not negative. Hence $u_{\rm cross}\le u$. Rich neighbours come to the aid of a poor region.

In the second case walls stop at the borders. A square is convex, so the straight path from a seed to a point of the same square stays inside it. What counts is the part $a_0$ of the disc that lies in the home region:

$$u_{\rm block}=\big\langle(1+qn_0a_0)^{-k}\big\rangle_{\rm position}\ge u ,$$

because $a_0\le\pi R^2$. For regions 500 nm wide the results are:

| $t$ (ns) | $R/L$ | crossing | wide regions | blocked |
|---|---|---|---|---|
| 200 | 0.04 | 0.373 | 0.377 | 0.389 |
| 500 | 0.10 | 0.034 | 0.041 | 0.051 |
| 1000 | 0.20 | 0.0017 | 0.0036 | 0.0060 |

Relative to the wide-region law, the deviations at 500 ns are $-18\%$ and $+23\%$. At 1000 ns they are $-53\%$ and $+67\%$. A reach of one fifth of the region width is already too much for a quantitative tail.

The size of the drop in the crossing case can be traced. At 1000 ns a point on a border, far from corners, has half of its disc in each of two regions. Its survival probability is $(1+7.85)^{-4}=1.6\times10^{-4}$, some 22 times below the value deep inside a region. Points farther than $R$ from every border fill the share $(1-2R/L)^2=0.36$ of the area. They contribute $0.36\times0.0036=0.0013$, which is most of the total of 0.0017.

These laws were tested on 30 simulated capacitors, each with 400 regions, gamma-distributed densities and explicit random seeds. Opposite edges were joined in the crossing case, so the edge of the electrode plays no part there. If seeds form only under the electrode, its edge raises the crossing value of $u$ by about 2% at 500 ns and 9% at 1000 ns. The distance to the nearest seed was found for 20,000 random points per device. At 500 ns the simulated means are 0.0334 with crossing and 0.0501 with blocking, against 0.0338 and 0.0507 from the formulas. At all four times in the numerical output, the means agree with the formulas within five standard errors.

The border effect also shifts the time for 99% switching. Solving $u_{\rm cross}=0.01$ and $u_{\rm block}=0.01$ numerically for the time gives about 680 ns with crossing and 850 ns with blocking, against 757 ns for the wide-region law.

What follows much later differs between the cases. If walls cross, a disc with $R\gg L$ covers about $\pi R^2/L^2$ whole regions, and to leading order in the exponent

$$u_{\rm cross}\sim\left(1+qn_0L^2\right)^{-k\pi R^2/L^2}=e^{-n_{\rm eff}\pi R^2},\qquad n_{\rm eff}=\frac{k}{L^2}\ln\!\left(1+\frac{n_0L^2}{k}\right).$$

An Avrami exponent of 2 returns in this limit, with a lower effective density. The approach is slow, because partly covered regions along the rim of the disc add a term of order $R/L$ to the exponent. For the present numbers the Avrami slope is about 1.5 between $R=L/2$ and $R=L$ and about 1.8 between $R=L$ and $R=2L$, where $-\ln u$ already runs from 45 to about 150. The limit therefore lies far below any measurable unswitched fraction. Here $n_0L^2=250$ and $n_{\rm eff}=2\ln(126)/0.25\approx39$ per µm². For small regions, $n_0L^2\ll k$, the logarithm reduces to its argument and $n_{\rm eff}\to n_0$: fine-grained variation is averaged out by the disc itself. If walls are blocked, $u$ ends at the share of regions that have no seed, $(1+qn_0L^2)^{-k}=126^{-2}=6\times10^{-5}$. The power law is thus an intermediate law. It needs $qx\gg1$ while the borders still matter little, and so $n_0L^2\gg k$ is necessary. For blocked walls and large $k$ this is not sufficient, because at late times a point on a straight border is up to $2^k$ times as likely to be unswitched as one deep inside a region. The present example has no clean power-law window: at 500 ns $qx$ is only 3.9, and the borders already change $u$ by about a fifth.

### 11. Scatter between devices

A small capacitor samples few seed-poor regions. In the crossing simulations the one-sigma scatter of $u$ between devices is 0.013 at 200 ns, or 3% of the mean. It is 0.005 at 500 ns, or 14%, and 0.0009 at 1000 ns, or about half of the mean.

The early value can be estimated. In wide regions the survival factor $e^{-zx}$ has mean square $\langle e^{-2zx}\rangle=(1+2qx)^{-k}$. For $N$ independent regions the standard deviation due to the density spread is

$$\sigma_u=\sqrt{\frac{(1+2qx)^{-k}-(1+qx)^{-2k}}{N}} .$$

At 200 ns, with $N=400$, this is $\sqrt{(0.196-0.142)/400}=0.012$. The random placement of seeds and the finite number of sampled points add to it, which is consistent with the simulated 0.013. A tail measured on one such device is therefore a poor guide to the next, even when all devices share the same statistics.

### 12. Seeds that arrive later

So far no seed has formed after $t=0$. Let new seeds appear at a constant rate $J$ per area and time, the same in all regions. A seed born at time $s$ must lie within $v(t-s)$ of a point to have reached it by $t$. Seeds that would fall on area already switched may be counted too. The wall of an older domain has already passed such a place, so by the triangle inequality the older domain reaches every other point no later than a disc from the new seed would. The expected number of such seeds is

$$\int_0^tJ\pi v^2(t-s)^2ds=\frac{\pi Jv^2t^3}{3}.$$

Late seeds are independent of the early ones, so their no-seed probability multiplies the earlier result:

$$u=(1+qx)^{-1/q}\,e^{-\pi Jv^2t^3/3}.$$

For $J=0$ the algebraic law returns. For any $J>0$ the exponential wins in the end. A reduction of $u$ by 10% at 1000 ns takes $J=3\ln(1/0.9)/(\pi v^2t^3)$, which is 10 seeds per µm² per µs. Over the pulse this is a nominal 1% of the original seeds. The count includes those falling on area already switched; only $J\int u\,dt\approx2$ per µm², or 0.2% of the original seeds, form on unswitched area. The factor does not depend on the local density of early seeds, so rich and poor regions are cut alike. Few new seeds suffice because those born early in the pulse have a long reach by its end. On average 0.1 new seeds have reached a given point, and about half of this number comes from the first fifth of the pulse, since $1-0.8^3=0.49$.

### 13. Uneven wall speed

Let the wall speed follow an activated law, $v\propto e^{-E_a/E}$, with a rough activation field $E_a=10$ MV/cm. At fixed voltage $V$ and local thickness $d$ the field is $E=V/d$, so $\ln v=-E_ad/V+\text{const}$. A relative thickness change $\delta$ changes $\ln v$ by $-(E_a/E)\delta=-4\delta$. An rms thickness variation of 2% then gives $\ln v$ an rms spread of $s=0.08$. The variation is taken to be slow along the film and independent of the seeds.

For small $s$ the averaged $u$ changes by $\tfrac12s^2\,d^2u/d(\ln v)^2$. Since $x\propto v^2$, each derivative with respect to $\ln v$ equals $2x\,d/dx$. The first application of $x\,d/dx$ gives $-x(1+qx)^{-k-1}$. The second gives

$$-x(1+qx)^{-k-1}+(k+1)q\,x^2(1+qx)^{-k-2}=x(x-1)(1+qx)^{-k-2},$$

where $(k+1)q=1+q$ was used. Therefore

$$\Delta u\approx2s^2\,x(x-1)(1+qx)^{-k-2}.$$

Speed variation lowers $u$ while $x<1$ and raises it afterwards. At 100 ns, with $x=0.314$, the formula gives $-0.0015$, and the full average moves from 0.7469 to 0.7454. At 1000 ns the change is $+0.00016$, or 4% of $u$. At that time it is small beside the border effect. At 100 ns it is not: there the borders, if walls cross them, change $u$ by only about $-0.0004$. The comparison at 1000 ns holds for a very smooth film: 2% of 10 nm is 0.2 nm, less than half a unit cell of hafnia. With an rms variation of 0.5 nm the full average raises $u$ at 1000 ns by 30%, and with 1 nm by about 160%, which is comparable to or larger than the border effect.

In wide regions, a measurement at one voltage cannot tell a speed spread from a density spread that gives the same distribution of $nv^2$. In a region with its own density and speed the exponent is $-\pi nv^2t^2$. If the product $nv^2$ is gamma distributed over the area, the same algebraic law follows, whatever the separate spreads of $n$ and $v$. In that case a fitted $k$ describes the product and not the seed density alone. If the product is not gamma distributed, the fitted $k$ depends on the time range used.

### 14. The circuit and the measured charge

The switching current is $I=-2P_rS\,du/dt$ for electrode area $S$. From $dx/dt=2x/t$ and $du/dx=-(1+qx)^{-k-1}$,

$$-\frac{du}{dt}=\frac{2x}{t}(1+qx)^{-k-1}\propto t\,(1+qx)^{-k-1}.$$

The logarithmic derivative with respect to $\ln t$ vanishes when $1=2(k+1)qx/(1+qx)$. With $(k+1)q=1+q$ this means $x=1/(2+q)=0.4$, or $t=113$ ns. The peak rate is $(0.8/113)\,1.2^{-3}=0.0041$ per ns. With $2P_rS=40$ pC the peak current is 0.16 mA. Across a series resistance of 50 Ω it drops 8 mV, or 0.3% of the voltage, and slows the walls by 1.3%. For a rough permittivity of 30 the charging time $RC$ is 0.13 ns. Neither matters here.

Reading the tail from the charge is harder. The linear dielectric charge at this field is 6.6 µC/cm². At 1000 ns the unswitched part amounts to $40\times0.0036=0.14$ µC/cm², nearly fifty times less. If the tail is found by comparing the total charge with a separately known $2P_r$, the linear charge must be known to much better than 2%, and $2P_r$ itself to much better than 0.4%. With a constant permittivity and no leakage, the linear charge no longer changes once the capacitor is charged, and it cancels from the difference between the final charge and the charge at time $t$. The error of one reading relative to the other must then be much smaller than 0.3% of the total charge of about 46.6 µC/cm². A calibration error common to both readings changes the tail only in proportion.

### 15. Beside a real hafnium zirconium oxide film

The thickness, field and switched polarization lie in the rough range of hafnium zirconium oxide capacitors. The seed density, wall speed, region width and $k$ are round model choices and not measured values. The assumption most open to doubt is that walls run across many grains, since such films are polycrystalline with grains of very roughly 20 nm. If every grain border stopped a wall, a grain of area 400 nm² would hold 0.4 seeds on average, and the share $(1+0.2)^{-2}=0.69$ of the grains would never switch. That replaces an unswitched fraction of 0.4% at 1000 ns by 69%. To bring it down to 1% with blocked walls and $k=2$ would take 18 seeds per grain, or 45,000 per µm², or else seeds that form during the pulse.

Three further conditions belong to the numbers. Growth through the 10 nm film at the sideways speed would take 100 ns, which is not small against 162 ns, so the forward growth must be much faster or the seeds must span the film from the start. If the activation field varies as $1/T$, heating from 298 to 358 K makes the walls 1.96 times faster. With seeds and $k$ unchanged, this divides all switching times by that factor and leaves the shape of $u$ as it was. Finally, the field is 0.63 of a rough breakdown field of 4 MV/cm. Raising the voltage to shorten the tail thus has limited room, and the model says nothing about how many cycles the film would survive.

## Calculated quantities

```
Seeds 1000 /um2, wall speed 0.1 nm/ns, k = 2
Relative rms spread of seed density: 0.707
Region width 500 nm, device side 10 um
Film 10 nm, 2.5 V, field 2.50 MV/cm
Full switched polarization 2Pr: 40 uC/cm2
t = 100 ns: reach 10 nm, x = 0.3142
  unswitched: algebraic 0.74692, Avrami 7.304e-01
  finite regions: crossing 0.74655, blocked 0.75049
  simulated: crossing 0.74686, blocked 0.75082
  device scatter (crossing, one sigma): 0.00859
  local exponent 1.861, survivors' seeds 864.2 /um2
  switched 10.12 uC/cm2, u with 2% thickness rms 0.74539
t = 200 ns: reach 20 nm, x = 1.2566
  unswitched: algebraic 0.37716, Avrami 2.846e-01
  finite regions: crossing 0.37325, blocked 0.38918
  simulated: crossing 0.37296, blocked 0.38905
  device scatter (crossing, one sigma): 0.01272
  local exponent 1.583, survivors' seeds 614.1 /um2
  switched 24.91 uC/cm2, u with 2% thickness rms 0.37774
t = 500 ns: reach 50 nm, x = 7.8540
  unswitched: algebraic 0.04119, Avrami 3.882e-04
  finite regions: crossing 0.03382, blocked 0.05065
  simulated: crossing 0.03336, blocked 0.05012
  device scatter (crossing, one sigma): 0.00473
  local exponent 1.000, survivors' seeds 203.0 /um2
  switched 38.35 uC/cm2, u with 2% thickness rms 0.04237
t = 1000 ns: reach 100 nm, x = 31.4159
  unswitched: algebraic 0.00358, Avrami 2.271e-14
  finite regions: crossing 0.00167, blocked 0.00599
  simulated: crossing 0.00173, blocked 0.00605
  device scatter (crossing, one sigma): 0.00089
  local exponent 0.668, survivors' seeds 59.9 /um2
  switched 39.86 uC/cm2, u with 2% thickness rms 0.00374
50% switched: algebraic 162.4 ns, Avrami 148.5 ns
99% switched: algebraic 756.9 ns, Avrami 382.9 ns
Tail slope d ln u / d ln t from direct average: -3.9996
k = 10: largest u - exp(-x) 0.026193, bound 0.033554
k = 100: largest u - exp(-x) 0.002698, bound 0.002762
k = 1000: largest u - exp(-x) 0.000271, bound 0.000271
Simulated devices: 30, regions per device: 400
Seedless share of 20 nm grains: 0.694
Rough activation field 10 MV/cm, d ln v/d ln E = 4.0
Late seeding that cuts u by 10% at 1000 ns: 10.06 /um2/us
Through-film growth at the sideways speed: 100 ns
Peak current 0.164 mA, drop over 50 ohm 8.21 mV
Wall slowing by that drop: 1.31 %
Rough permittivity 30, charging time RC 0.133 ns
Linear dielectric charge: 6.64 uC/cm2
Wall speed at 358 K over that at 298 K: 1.96
Field over rough breakdown field 4 MV/cm: 0.625
```
